Apparent Curie–Weiss temperature of a ferroelectric with series grain-boundary layers

**The question**

A ferroelectric ceramic is measured between parallel electrodes at temperatures where its grains are paraelectric. Each grain has the relative permittivity

ε_g = C/(T − T0), T > T0,

with Curie constant C = 150000 K and Curie–Weiss temperature T0 = 385 K. Flat boundary layers, normal to the field, separate the grains. They fill a fraction f = 0.01 of the total thickness and have a constant relative permittivity ε_b = 100. One grain and one boundary together measure 100 nm, so the boundary is 1 nm thick. The permittivity is recorded from 410 to 510 K, and a straight line is fitted to its reciprocal.

Unless a part says otherwise, the response is linear, there is no free charge at the interfaces, all grains share the same C and T0, and the fields do not vary parallel to the electrodes.

**(a) Find the effective permittivity ε_eff of the stack. Does it depend on how the boundary thickness is divided among the layers?**

*Answer.* Let layer i have thickness h_i and permittivity ε_i, and let h be the sum of all h_i. Without free charge in the stack, Gauss's law in one dimension reads dD/dx = 0. The displacement D therefore has the same value in every layer, and the field in layer i is

E_i = D/(ε0 ε_i).

The voltage is the sum of the voltages across the layers:

V = Σ E_i h_i = (D/ε0) Σ h_i/ε_i.

The effective permittivity is defined by the mean field V/h, through D = ε0 ε_eff V/h. Solving this for V gives V = D h/(ε0 ε_eff). Equating the two expressions for V and dividing by D h/ε0 gives

1/ε_eff = Σ (h_i/h)/ε_i.

All grain terms have the same ε_g, and their thickness fractions add up to 1 − f. All boundary terms have the same ε_b, and their fractions add up to f. Hence

1/ε_eff = (1 − f)/ε_g + f/ε_b.

Only the total fraction f enters. Neither the order of the layers nor their individual thicknesses matter, as long as each material has one permittivity.

**(b) Show that the stack obeys a Curie–Weiss law. Find its apparent constants and the change of the Curie–Weiss temperature.**

*Answer.* The grain law gives 1/ε_g = (T − T0)/C. Inserting it in the result of (a),

1/ε_eff = (1 − f)(T − T0)/C + f/ε_b.

The first term is linear in T and the second is constant, so the reciprocal permittivity is still a straight line. To find its zero, take the slope (1 − f)/C out of both terms. The constant term must then be divided by that slope:

1/ε_eff = [(1 − f)/C] · [T − T0 + f C/((1 − f) ε_b)].

This has the form (T − θ)/C_app, with

C_app = C/(1 − f),
θ = T0 − f C/[(1 − f) ε_b].

The boundary raises the line by f/ε_b at every temperature. A rising line that is lifted crosses zero further to the left, which is why the apparent temperature falls. The drop is large for so thin a layer because the line is shallow: C is large, so a small reciprocal permittivity corresponds to many kelvin.

With the given numbers, the added constant is

f/ε_b = 0.01/100 = 1.00 × 10⁻⁴,

and the slope is

(1 − f)/C = 0.99/150000 K = 6.60 × 10⁻⁶ per K.

The drop is their ratio:

T0 − θ = 1.00 × 10⁻⁴/(6.60 × 10⁻⁶ per K) = 15.15 K.

The apparent Curie–Weiss temperature is therefore 369.85 K, and the apparent Curie constant is 150000 K/0.99 = 151515 K. To first order in f, the factor 1 − f may be replaced by 1, and the drop becomes

f C/ε_b = 0.01 × 150000 K/100 = 15.0 K.

The Curie constant changes by about 1 percent of its value, while the intercept moves by about 15 K. The extra decimals serve to compare formulas; the rough material parameters do not justify them as a prediction.

As a test of (a) and (b) together, the potential was solved layer by layer in a stack of 20 grains and 20 boundaries with random thicknesses, at the same total f. A line fitted to the reciprocal permittivities at eleven equally spaced temperatures from 410 to 510 K gave a drop of 15.15 K.

**(c) Calculate the permittivity at 410, 460 and 510 K. Recover the intercept from the first and last values, and find what share of the voltage falls across the boundaries.**

*Answer.* At 410 K, T − T0 = 25 K. The grain permittivity is 150000/25 = 6000, and

1/ε_eff = 0.99/6000 + 1.00 × 10⁻⁴ = 2.65 × 10⁻⁴,

so ε_eff = 3774. At 460 K the grain has 150000/75 = 2000, and

1/ε_eff = 0.99/2000 + 1.00 × 10⁻⁴ = 5.95 × 10⁻⁴,

so ε_eff = 1681. At 510 K the grain has 150000/125 = 1200, and

1/ε_eff = 0.99/1200 + 1.00 × 10⁻⁴ = 9.25 × 10⁻⁴,

so ε_eff = 1081.

The line through the first and last points has the slope (9.25 − 2.65) × 10⁻⁴/100 K = 6.60 × 10⁻⁶ per K. Going down from 410 K to its zero gives

θ = 410 K − 2.65 × 10⁻⁴/(6.60 × 10⁻⁶ per K) = 369.85 K,

as in (b).

The boundaries' share of the voltage is their term in the sum divided by the whole sum:

V_b/V = (f/ε_b)/(1/ε_eff) = f ε_eff/ε_b.

This is 0.38 at 410 K, 0.17 at 460 K and 0.11 at 510 K. One percent of the thickness thus takes more than a third of the voltage near the lower end of the window. The stack permittivity there is 63 percent of the grain value; at 510 K it is 90 percent. The layer matters most where the grain is most polarizable.

**(d) Does the result mean that the ferroelectric transition moves down by 15 K?**

*Answer.* No. The number θ is an intercept extrapolated from data above T0, and the T0 of the grain was held fixed throughout. As T approaches T0 from above, the grain term in 1/ε_eff vanishes, leaving

ε_eff → ε_b/f = 100/0.01 = 10000.

The permittivity of the grain diverges in this model, but that of the stack stays finite: the boundaries limit the charge that a given voltage can bring to the electrodes.

The intercept does have a meaning for one restricted kind of instability. Suppose that the electrodes are short-circuited, and continue the linear grain law below T0, where its coefficient is negative. For a uniform displacement D, the energy per unit volume of the stack is

u = (1 − f) (T − T0) D²/(2 ε0 C) + f D²/(2 ε0 ε_b).

The first term is the grain energy, obtained by integrating E_g = (T − T0)D/(ε0 C) over D. The second is the field energy of the boundaries. Taking out the common factor,

u = [D²/(2 ε0)] · [(1 − f)(T − T0)/C + f/ε_b] = D² (T − θ)/(2 ε0 C_app).

The state D = 0 is therefore stable against a small uniform displacement down to θ, not just down to T0. Between the two temperatures the grain alone would be unstable, but the energy cost of the field in the boundaries outweighs the gain.

This does not fix the transition temperature of the ceramic. A grain can also polarize in domains of opposite sign, whose mean displacement is zero, and the calculation above does not cover such patterns. Nor does a quadratic energy describe a first-order transition, which sets in before the linear instability is reached on cooling.

**(e) How does the drop depend on grain size and boundary permittivity? What can a measured drop tell about the boundary?**

*Answer.* Let each period consist of a boundary of thickness d and a grain of thickness L. Then f = d/(L + d) and 1 − f = L/(L + d), so f/(1 − f) = d/L. The result of (b) becomes

T0 − θ = C d/(ε_b L).

At fixed C, d and ε_b, the drop is inversely proportional to the grain thickness. If the period is raised from 100 to 1000 nm with the same 1 nm boundary, L = 999 nm and

T0 − θ = 150000 K × 1/(100 × 999) = 1.50 K.

At fixed f = 0.01, halving ε_b to 50 doubles the drop to 30.30 K, and doubling it to 200 halves the drop to 7.58 K. The drop vanishes for d → 0, where there is no boundary, and for ε_b → ∞, where the boundary takes no voltage.

When C and L are known, the drop yields the ratio d/ε_b. It does not yield d and ε_b separately: a layer twice as thick with twice the permittivity gives the same drop at the same L. For a given C, the apparent Curie constant depends on f alone, and could in principle separate them, but here it differs from C by only about 1 percent. The grain's Curie constant would have to be known better than that.

**(f) Real boundaries also run parallel to the field. How much do they change the intercept?**

*Answer.* Consider first a boundary that is wholly parallel to the field. The field is then common to both materials, and their charges add:

ε_par = (1 − f) C/(T − T0) + f ε_b.

This diverges at T0, so the true pole does not move. The added constant f ε_b = 1 bends the reciprocal slightly, however, and a line fitted over a finite window misses T0 by a little. The fit from 410 to 510 K gives a drop of 0.03 K. The shift of about 15 K is thus an effect of the series position.

In a more realistic geometry, cube-shaped grains are coated on all sides, with a period of 100 nm and a 1 nm boundary between neighbours in each direction. Solving for the potential in three dimensions and fitting the same window gives a drop of 15.08 K on the mesh used. Finer resolution lowers this by about 0.05 K, so the drop stays within 0.2 K of the series result. A simple picture explains why the change is small. The grain cores cover 0.99² = 0.98 of the electrode area. If the flux ran straight through them, the permittivity would be

ε_eff ≈ 0.98 ε_series + 0.02 × 100,

where ε_series is the result of (a). The factor 0.98 changes the slope of the reciprocal but not its zero, and the added 2 is small beside the permittivities of 1081 and more found in (c). By itself this picture would raise the drop slightly, to 15.25 K. The three-dimensional solution also includes the sideways spreading of the flux, which turns the small rise into a small fall.

**(g) Estimate the effect on the drop of (i) a constant background permittivity of 50 in the grain and (ii) a boundary permittivity that falls by 0.1 percent of its 460 K value per kelvin.**

*Answer.* (i) Write x = T − T0 and ε_g = C/x + b, with b = 50. Then 1/ε_g = x/(C + b x), which is curved. Its derivative is

d(1/ε_g)/dx = [(C + b x) − b x]/(C + b x)² = C/(C + b x)².

For the stack, divide 1/ε_eff by 1 − f, which does not move any zero. This gives

y = x/(C + b x) + s, s = f/[(1 − f) ε_b].

The tangent at the window's midpoint x = m = 75 K crosses zero at

x0 = m − y/y′ = m − m(C + b m)/C − s(C + b m)²/C.

In the second term, m(C + b m)/C = m + b m²/C, so the two terms m cancel:

x0 = −b m²/C − s C (1 + b m/C)².

Here b m²/C = 50 × 75²/150000 = 1.9 K, s C = 15.15 K and b m/C = 0.025. The drop is therefore

1.9 K + 15.15 K × 1.025² = 17.8 K.

The least-squares fit over the whole window gives 17.45 K. It is smaller because the curve is concave and lies below its tangent; the fitted line is lower too, and crosses zero further to the right. Of the increase over 15.15 K, a part would appear without any boundary, since a grain with a background already has a curved reciprocal. A drop measured against a single crystal with the same background, fitted over the same window, would not contain that part.

(ii) To first order in the temperature change,

1/ε_b(T) ≈ (1/100) · [1 + 0.001 (T − 460 K)/K].

Multiplied by f, this adds 1.0 × 10⁻⁷ per K to the slope, which becomes 6.70 × 10⁻⁶ per K. The value at 460 K remains 5.95 × 10⁻⁴. The new intercept is

θ = 460 K − 5.95 × 10⁻⁴/(6.70 × 10⁻⁶ per K) = 371.2 K,

a drop of 13.8 K. The fit with the full temperature dependence gives 13.82 K. A change of slope of only 1.5 percent matters because the intercept lies 90 K from the middle of the window.

**(h) Fine-grained ceramics can carry internal stress. Find the shift of T0 under a hydrostatic tension σ = 100 MPa, with the hydrostatic electrostriction coefficient Q_h = 0.02 m⁴/C².**

*Answer.* Let P be the polarization, v the volume strain and K the bulk modulus. Electrostriction makes the stress-free volume strain equal to Q_h P². Since ε_g is much larger than 1, P is nearly equal to D, and the grain law reads E_g = aP with a = (T − T0)/(ε0 C). The grain's own P⁴ term does not affect the shift of T0 and is left out. To second order in the elastic strain v − Q_h P², the free energy is then

F = a P²/2 + K(v − Q_h P²)²/2 − σ v.

Setting ∂F/∂v = 0 gives K(v − Q_h P²) = σ, so v = Q_h P² + σ/K. Inserting this,

F = a P²/2 + σ²/(2K) − σ Q_h P² − σ²/K
= (a − 2 Q_h σ) P²/2 − σ²/(2K).

The coefficient a has been replaced by

a − 2 Q_h σ = [T − (T0 + 2 ε0 C Q_h σ)]/(ε0 C).

The bulk modulus has dropped out of the shift, which is

ΔT0 = 2 ε0 C Q_h σ = 5.3 K.

Tension raises T0 and compression lowers it. This is a third of the boundary effect, so a measured shift of 15 K cannot be assigned to boundary layers alone unless the stress is known.

**(i) The mean measuring field is 1.0 × 10⁻⁵ MV/cm (10 V/cm) at 1 kHz. Are breakdown, nonlinearity and leakage through the 1 nm boundary negligible at 460 K?**

*Answer.* Continuity of D gives the field in the boundary:

E_b = E ε_eff/ε_b = 1.0 × 10⁻⁵ × 1681/100 = 1.7 × 10⁻⁴ MV/cm.

This is far below a rough breakdown field of 1 MV/cm.

For the nonlinearity, add a cubic term to the grain law, E_g = aP + βP³, with a rough magnitude β = 10⁹ J m⁵/C⁴. Then dE_g/dP = a + 3βP², and the relative change of the inverse response is 3βP²/a. With P ≈ ε0 ε_eff E, this is 1.2 × 10⁻⁸ and can be ignored.

Leakage needs mobile carriers. For a rough grain conductivity of 10⁻¹¹ S/cm and a mobility of 0.5 cm²/Vs, the carrier density is

n = 10⁻¹¹/(e × 0.5) = 1.2 × 10⁸ cm⁻³,

where e is the elementary charge in coulombs. Carriers with mean thermal speed u strike the boundary at the rate n u/4 per unit area. Let every one of them cross, by tunnelling or otherwise. At zero voltage the flows from the two sides cancel. A small voltage V_b reduces one of them by the factor exp(−eV_b/k_BT) ≈ 1 − eV_b/(k_BT), so the conductance per unit area is

G = e² n u/(4 k_BT).

The boundary capacitance per unit area is ε0 ε_b/d. Leakage and displacement currents are equal at the frequency

f_c = G d/(2π ε0 ε_b) = 3.0 Hz,

taking the free-electron mass in u. For this carrier density and mass it is an upper bound, because a real barrier transmits fewer carriers. At 1 kHz the leakage current is at most 0.3 percent of the displacement current. More conducting grains would raise f_c in proportion to n; at the same mobility the bound reaches 1 kHz at a conductivity of about 3 × 10⁻⁹ S/cm. A frequency below f_c does not by itself remove the drop. To cancel the field in the boundary, free charge must gather on its two faces, and carriers can gather only over a Debye length, √(ε0 ε_g k_BT/(e² n)). Here this length is about 6 mm, far more than the grain size, so these carriers cannot screen the boundary and the drop persists at low frequency. It fades only when the Debye length comes down to the order of the grain size, or when other mobile or trapped charges, which are not in this model, supply the interface charge.

**(j) Compare the model with a real ceramic. Which assumption limits the result most?**

*Answer.* The values of C and T0 are rough typical ones for barium titanate, and a period of 100 nm belongs to a fine-grained ceramic. With grains of about a micrometre and the same boundary, the model gives only the 1.50 K of part (e). The least certain input is the boundary itself. A layer of 1 nm is only a few unit cells thick, so ε_b is an effective quantity rather than the permittivity of a bulk phase. Changing it by a factor of two either way, with f fixed, moves the drop between 7.6 and 30 K. That range exceeds the changes found for side walls, for the assumed grain background and boundary temperature dependence, and for 100 MPa of stress. For the stated parameters the model's answer is a drop of about 15 K; for a particular ceramic it is an estimate of size. The computed values are collected in the numerical output.

Values computed for the example and the checks

```
Curie constant of grain: 150000 K
Grain Curie-Weiss temperature T0 (rough): 385 K
Boundary fraction: 0.01; permittivity: 100
Grain period: 100 nm; boundary: 1.0 nm
Fit window: 410 to 510 K
Constant added to 1/eps: 1.000e-04
Slope of 1/eps_eff: 6.6000e-06 per K
Apparent Curie-Weiss temperature: 369.85 K
Drop from field solution and fit: 15.15 K
Drop from formula: 15.15 K
Drop to first order in f: 15.00 K
Apparent Curie constant: 151515 K
Stack permittivity at T0, eps_b/f: 10000
T=410 K: grain eps 6000, stack eps 3774
T=460 K: grain eps 2000, stack eps 1681
T=510 K: grain eps 1200, stack eps 1081
Drop if eps_b=50: 30.30 K
Drop if eps_b=200: 7.58 K
Drop for period 1000 nm, same boundary: 1.50 K
Drop, cube grains with side walls: 15.08 K
Drop, boundary only in parallel: 0.03 K
Grain background permittivity (rough): 50
Drop with this background: 17.45 K
Boundary eps slope (assumed): -0.1 % per K
Drop with this slope: 13.82 K
Electrostriction Q_h (rough): 0.02 m^4/C^2
Hydrostatic tension (assumed): 100 MPa
T0 rise from this tension: 5.3 K
Mean measuring field: 1.0e-05 MV/cm
Field in boundary at 460 K: 1.7e-04 MV/cm
Breakdown field (rough): 1 MV/cm
Cubic field coefficient (rough): 1e+09 J m^5/C^4
Relative nonlinearity of grain: 1.2e-08
Grain conductivity (rough): 1e-11 S/cm
Carrier mobility (rough): 0.5 cm2/Vs
Carrier density: 1.2e+08 cm^-3
Leakage corner frequency, upper bound: 3.0 Hz
```
